**One-decibel bandwidth of a Gaussian-matched grating coupler**

The program examines \(B=(2/\pi)\sqrt{0.1\ln10}\,\lambda_0^2\cos\theta/[w_0(n_g-\sin\theta)]\), where \(\lambda_0\) is the centre wavelength, \(w_0\) the fibre mode radius, \(\theta\) the air angle and \(n_g\) the group index in the grating. For 1550 nm, 5.2 µm, 10° and 3.8 it prints 38.33 nm, or 4.78 THz. It asserts that the formula agrees within 2% with sums over discrete scatterers driven by a solved silicon slab mode, for four combinations of radius and tilt, and that using the effective index instead misses by more than 15%. Further assertions cover the angular tuning and tolerance, the effect of a changed leak rate, and the narrowing caused by a fibre gap. An optimised uniform grating is required to have a bandwidth within 10% of the Gaussian value; the output gives 38.46 nm at a peak overlap of 0.801. With a touching fibre, varying group index, wavelength-dependent leakage and a 2.0 µm buried oxide, the combined model gives 37.31 nm. In the scan of oxide thickness the bandwidth runs from 36.74 to 45.38 nm, the largest value coming with an upward fraction of only 0.299.

## Verification by program

```python
# Result under test: full 1 dB bandwidth of a Gaussian-matched grating coupler,
#   B = (2/pi) sqrt(0.1 ln 10) lam^2 cos(theta) / (w0 (n_g - sin(theta))).
# lam: centre wavelength, w0: 1/e field radius of the fibre mode,
# theta: air angle from the normal (positive = forward tilt),
# n_g: group index of the guided mode in the grating. Lengths are in um.
import numpy as np
from scipy.constants import c
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import erfc

LAM0, W0, NG, DEG = 1.55, 5.2, 3.8, 10.0
THETA = np.radians(DEG)
K0 = 2*np.pi/LAM0
N_OX, N_SI, SI_SLOPE, H_SI = 1.444, 3.476, -0.08, 0.22


def formula(w0, theta, index):
    return (2/np.pi*np.sqrt(0.1*np.log(10))*LAM0**2*np.cos(theta)
            / (w0*(index - np.sin(theta))))


def peak_of(response):
    grid = np.linspace(1.50, 1.60, 101)
    best = grid[np.argmax([response(v) for v in grid])]
    res = minimize_scalar(lambda v: -response(v), method="bounded",
                          bounds=(best - 0.002, best + 0.002),
                          options={"xatol": 1e-8})
    return res.x


def band_of(response):
    top = peak_of(response)
    level = response(top)*10**(-0.1)
    f = lambda v: response(v) - level
    return brentq(f, top, top + 0.08) - brentq(f, top - 0.08, top)


def beam(x, lam, w0, theta, gap=0.0):
    """Tilted diffracting Gaussian beam on the grating surface."""
    k = 2*np.pi/lam
    along = x*np.sin(theta) - gap
    across = x*np.cos(theta)
    s = 1 + 1j*along/(np.pi*w0**2/lam)
    return np.exp(1j*k*along - across**2/(w0**2*s))/np.sqrt(s)


# ---- independent road: solved slab mode and a discrete row of scatterers ----
def slab_index(lam):
    k = 2*np.pi/lam
    core = N_SI + SI_SLOPE*(lam - LAM0)

    def mode(n):
        kap = k*np.sqrt(core**2 - n**2)
        gam = k*np.sqrt(n**2 - N_OX**2)
        return kap*H_SI/2 - np.arctan(gam/kap)
    return brentq(mode, N_OX + 1e-9, core - 1e-9, xtol=1e-14)


def slab_group(lam, h=1e-3):
    return slab_index(lam) - lam*(slab_index(lam+h) - slab_index(lam-h))/(2*h)


slab_n = slab_index(LAM0)
slab_ng = slab_group(LAM0)
slab_dng = (slab_group(LAM0 + 0.005) - slab_group(LAM0 - 0.005))/0.01


def scatterer_row(w0, theta_design, theta_fibre):
    period = LAM0/(slab_n - np.sin(theta_design))
    reach = int(np.ceil(5*w0/period))
    x = period*np.arange(-reach, reach + 1)
    profile = np.exp(-(x*np.cos(theta_design)/w0)**2)

    def response(lam):
        wave = np.exp(2j*np.pi*slab_index(lam)/lam*x)
        return abs(np.sum(profile*wave*np.conj(beam(x, lam, w0, theta_fibre))))**2
    return response


row_results = []
for w_test, deg_test in [(5.2, 10.0), (5.2, -10.0), (3.5, 20.0), (8.0, 10.0)]:
    t = np.radians(deg_test)
    direct = band_of(scatterer_row(w_test, t, t))
    derived = formula(w_test, t, slab_ng)
    # allowance: curvature of beta(lam) and beam diffraction, both second order
    assert abs(direct/derived - 1) < 0.02, (w_test, deg_test, direct, derived)
    assert abs(direct/formula(w_test, t, slab_n) - 1) > 0.15
    row_results.append((w_test, deg_test, direct, derived))

half = np.radians(0.5)
tuning_direct = (peak_of(scatterer_row(W0, THETA, THETA + half))
                 - peak_of(scatterer_row(W0, THETA, THETA - half)))/(2*half)
tuning_slab = -LAM0*np.cos(THETA)/(slab_ng - np.sin(THETA))
assert abs(tuning_direct/tuning_slab - 1) < 0.02

# ---- example with the given group index, by quadrature ----
W = W0/np.cos(THETA)
X = np.linspace(-5*W, 5*W, 2001)
DX = X[1] - X[0]
DENSITY = np.sqrt(2/np.pi)/W*np.exp(-2*X**2/W**2)
REMAINING = 0.5*erfc(np.sqrt(2)*X/W)      # guided power left at X


def oxide(lam, thick):
    """Upward fraction and relative total leak, one substrate reflection."""
    r = (N_OX - N_SI)/(N_OX + N_SI)
    cos_ox = np.sqrt(1 - (np.sin(THETA)/N_OX)**2)
    phase = 4*np.pi*N_OX*thick*cos_ox/lam
    up = abs(1 + r*np.exp(1j*phase))**2
    down = 1 - r**2
    return up/(up + down), up + down


def example(gap=0.0, ng_step=0.0, dng=0.0, power=0.0, thick=None):
    def response(lam):
        dk = 2*np.pi/lam - K0
        phase = (K0*np.sin(THETA)*X + dk*(NG*X + ng_step*X**2/(2*W))
                 - 0.5*dng*LAM0**2/(2*np.pi)*dk**2*X)
        leak, fraction = (LAM0/lam)**power, 1.0
        if thick is not None:
            fraction, total = oxide(lam, thick)
            leak *= total/oxide(LAM0, thick)[1]
        emitted = np.sqrt(DENSITY*leak*REMAINING**(leak - 1))
        field = emitted*np.exp(1j*phase)
        return fraction*abs(np.sum(field*np.conj(beam(X, lam, W0, THETA, gap)))*DX)**2
    return response


B = formula(W0, THETA, NG)
B_num = band_of(example())
assert abs(B_num/B - 1) < 0.005
assert 0.035 < B < 0.045

# angular acceptance from a direct overlap of two tilted beams
theta0 = LAM0/(np.pi*W0)
accept = theta0*np.sqrt(0.1*np.log(10))
ref = beam(X, LAM0, W0, 0.0)
tilted = beam(X, LAM0, W0, accept)
ov = abs(np.sum(ref*np.conj(tilted)))**2/abs(np.sum(abs(ref)**2))**2
assert abs(-10*np.log10(ov) - 1) < 0.02   # small-angle formula
tuning = -LAM0*np.cos(THETA)/(NG - np.sin(THETA))

# leak-rate change at perfect phase matching
for eps in (-0.2, 0.1, 0.3):
    changed = DENSITY*(1 + eps)*REMAINING**eps
    overlap = (np.sum(np.sqrt(changed*DENSITY))*DX)**2
    assert abs(overlap - (1 + eps)/(1 + eps/2)**2) < 1e-4
leak_loss = -10*np.log10(1.1/1.05**2)

# fibre gap: numerical band against the complex-Gaussian result
z_r = np.pi*W0**2/LAM0


def gap_factor(gap):
    d = gap/z_r
    return np.sqrt((4 + d**2)/(2*(2 + d**2)))


gap_touch = 62.5*np.tan(THETA)
B_gap = band_of(example(gap=gap_touch))
B_far = band_of(example(gap=50.0))
assert abs(B_gap/B/gap_factor(gap_touch) - 1) < 0.02
assert abs(B_far/B/gap_factor(50.0) - 1) < 0.02
assert B_far < 0.95*B

# uniform grating: exponential profile, leak rate and fibre position optimised
XU = np.linspace(0, 12*W, 6001)


def uniform_overlap(alpha, centre, delta=0.0):
    g = (2/(np.pi*W**2))**0.25*np.exp(-((XU - centre)/W)**2)
    y = np.sqrt(2*alpha)*np.exp(-alpha*XU)*g*np.exp(1j*delta*XU)
    return abs(np.trapezoid(y, XU) if hasattr(np, "trapezoid")
               else np.trapz(y, XU))**2


opt = minimize(lambda p: -uniform_overlap(abs(p[0]), p[1]), [0.7/W, 0.7*W],
               method="Nelder-Mead", options={"xatol": 1e-7, "fatol": 1e-11})
alpha_u, centre_u = abs(opt.x[0]), opt.x[1]
B_uni = band_of(lambda v: uniform_overlap(
    alpha_u, centre_u, (NG - np.sin(THETA))*(2*np.pi/v - K0)))
assert 0.7 < -opt.fun < 0.9
assert abs(B_uni/B - 1) < 0.10

# remaining neglected effects
B_disp = band_of(example(dng=slab_dng))
B_step = band_of(example(ng_step=0.2))
B_leak = band_of(example(power=4.0))
B_ox = band_of(example(thick=2.0))
all_in = example(gap=gap_touch, ng_step=0.2, dng=slab_dng, power=4.0, thick=2.0)
B_all, peak_all = band_of(all_in), peak_of(all_in)
thicknesses = np.linspace(1.8, 2.4, 13)
scan = np.array([band_of(example(thick=v)) for v in thicknesses])
assert abs(B_all/B - 1) < 0.25

nm = 1e3
print(f"centre wavelength                    {LAM0*nm:.0f} nm")
print(f"fibre mode radius                    {W0:.1f} um")
print(f"group index (given)                  {NG:.1f}")
print(f"air angle                            {DEG:.0f} deg")
print(f"sin, cos of angle                    {np.sin(THETA):.4f}, {np.cos(THETA):.4f}")
print(f"footprint radius on grating          {W:.3f} um")
print(f"n_g - sin(theta)                     {NG-np.sin(THETA):.4f}")
print(f"sqrt(0.1 ln 10)                      {np.sqrt(0.1*np.log(10)):.4f}")
print(f"mismatch at 1 dB                     {2*np.sqrt(0.1*np.log(10))/W:.4f} rad/um")
print(f"1 dB bandwidth, formula              {B*nm:.2f} nm")
print(f"1 dB bandwidth, formula              {c*B*1e-6/(LAM0*1e-6)**2/1e12:.2f} THz")
print(f"1 dB bandwidth, quadrature           {B_num*nm:.2f} nm")
print(f"beam divergence theta0               {np.degrees(theta0):.2f} deg")
print(f"tilt error at 1 dB                   {np.degrees(accept):.2f} deg")
print(f"peak tuning with angle               {tuning*nm*np.pi/180:.2f} nm/deg")
print(f"bandwidth for n_g = 3.6              {formula(W0, THETA, 3.6)*nm:.2f} nm")
print(f"bandwidth for n_g = 4.0              {formula(W0, THETA, 4.0)*nm:.2f} nm")
print(f"bandwidth for backward 10 deg tilt   {formula(W0, -THETA, NG)*nm:.2f} nm")
print(f"test slab: thickness                 {H_SI*nm:.0f} nm")
print(f"test slab: silicon, oxide index      {N_SI:.3f}, {N_OX:.3f}")
print(f"test slab: silicon index slope       {SI_SLOPE:.2f} per um")
print(f"test slab: n_eff, n_g                {slab_n:.4f}, {slab_ng:.4f}")
print(f"test slab: dn_g/dlam                 {slab_dng:.3f} per um")
print(f"test slab: grating period            {LAM0/(slab_n-np.sin(THETA))*nm:.1f} nm")
for w_t, d_t, b_dir, b_for in row_results:
    print(f"row w0={w_t:.1f} um, {d_t:+.0f} deg: sum, formula {b_dir*nm:.2f}, {b_for*nm:.2f} nm")
print(f"test slab: formula with n_eff        {formula(W0, THETA, slab_n)*nm:.2f} nm")
print(f"test slab: tuning, sum               {tuning_direct*nm*np.pi/180:.2f} nm/deg")
print(f"test slab: tuning, formula           {tuning_slab*nm*np.pi/180:.2f} nm/deg")
print(f"uniform grating: best overlap        {-opt.fun:.3f}")
print(f"uniform grating: bandwidth           {B_uni*nm:.2f} nm")
print(f"loss for 10 % higher leak rate       {leak_loss:.4f} dB")
print(f"Rayleigh range                       {z_r:.1f} um")
print(f"gap of touching tilted fibre         {gap_touch:.1f} um")
print(f"bandwidth with that gap              {B_gap*nm:.2f} nm")
print(f"bandwidth with 50 um gap             {B_far*nm:.2f} nm")
print(f"bandwidth with n_g dispersion        {B_disp*nm:.2f} nm")
print(f"bandwidth, n_g rising 0.2 per radius {B_step*nm:.2f} nm")
print(f"bandwidth, leak rate as lam^-4       {B_leak*nm:.2f} nm")
print(f"bandwidth with 2.0 um buried oxide   {B_ox*nm:.2f} nm")
print(f"upward fraction, 2.0 um oxide        {oxide(LAM0, 2.0)[0]:.3f}")
print(f"oxide 1.8-2.4 um: smallest bandwidth {scan.min()*nm:.2f} nm at {thicknesses[scan.argmin()]:.2f} um")
print(f"oxide 1.8-2.4 um: largest bandwidth  {scan.max()*nm:.2f} nm at {thicknesses[scan.argmax()]:.2f} um")
print(f"upward fraction at largest bandwidth {oxide(LAM0, thicknesses[scan.argmax()])[0]:.3f}")
print(f"all effects, 2.0 um oxide: bandwidth {B_all*nm:.2f} nm")
print(f"all effects, 2.0 um oxide: peak      {peak_all*nm:.2f} nm")
print("finished without a failed check")
```

Running it gives:

```
centre wavelength                    1550 nm
fibre mode radius                    5.2 um
group index (given)                  3.8
air angle                            10 deg
sin, cos of angle                    0.1736, 0.9848
footprint radius on grating          5.280 um
n_g - sin(theta)                     3.6264
sqrt(0.1 ln 10)                      0.4799
mismatch at 1 dB                     0.1818 rad/um
1 dB bandwidth, formula              38.33 nm
1 dB bandwidth, formula              4.78 THz
1 dB bandwidth, quadrature           38.33 nm
beam divergence theta0               5.44 deg
tilt error at 1 dB                   2.61 deg
peak tuning with angle               -7.35 nm/deg
bandwidth for n_g = 3.6              40.57 nm
bandwidth for n_g = 4.0              36.33 nm
bandwidth for backward 10 deg tilt   34.98 nm
test slab: thickness                 220 nm
test slab: silicon, oxide index      3.476, 1.444
test slab: silicon index slope       -0.08 per um
test slab: n_eff, n_g                2.8478, 3.6994
test slab: dn_g/dlam                 -0.185 per um
test slab: grating period            579.6 nm
row w0=5.2 um, +10 deg: sum, formula 39.42, 39.42 nm
row w0=5.2 um, -10 deg: sum, formula 35.90, 35.89 nm
row w0=3.5 um, +20 deg: sum, formula 58.65, 58.69 nm
row w0=8.0 um, +10 deg: sum, formula 25.62, 25.62 nm
test slab: formula with n_eff        51.98 nm
test slab: tuning, sum               -7.56 nm/deg
test slab: tuning, formula           -7.56 nm/deg
uniform grating: best overlap        0.801
uniform grating: bandwidth           38.46 nm
loss for 10 % higher leak rate       0.0099 dB
Rayleigh range                       54.8 um
gap of touching tilted fibre         11.0 um
bandwidth with that gap              38.14 nm
bandwidth with 50 um gap             35.40 nm
bandwidth with n_g dispersion        38.33 nm
bandwidth, n_g rising 0.2 per radius 38.32 nm
bandwidth, leak rate as lam^-4       38.27 nm
bandwidth with 2.0 um buried oxide   37.66 nm
upward fraction, 2.0 um oxide        0.633
oxide 1.8-2.4 um: smallest bandwidth 36.74 nm at 2.25 um
oxide 1.8-2.4 um: largest bandwidth  45.38 nm at 2.15 um
upward fraction at largest bandwidth 0.299
all effects, 2.0 um oxide: bandwidth 37.31 nm
all effects, 2.0 um oxide: peak      1552.24 nm
finished without a failed check
```
